# Comment on rough spectral bounds in Chebyshev recursion

**The argument under review**

The manuscript evaluates functions of a large Hermitian matrix $H$ by Chebyshev expansion. It divides $H$ by an estimated half-width $a$ of the spectrum and applies

$$v_0=v,\qquad v_1=\frac{H}{a}v,\qquad v_{n+1}=\frac{2H}{a}v_n-v_{n-1}. \tag{1}$$

Its case for a cheap choice of $a$ has two parts. First, $a$ merely sets a scale, so an error of half a percent in $a$ should cause an error of similar size in the result. Second, a few Lanczos steps give a largest Ritz value $\theta$ and a residual norm $r$, and $\theta+r$ is said to lie above the spectrum.

I examine the two claims in turn. I take $H$ real and symmetric, with the interval $[-a,a]$ centred at zero. A different centre is handled by subtracting a constant from $H$, and the lower edge by applying the argument for the upper edge to $-H$.

**1. What the recursion does outside the interval**

Expand $v=\sum_i c_i u_i$ in orthonormal eigenvectors, $Hu_i=E_iu_i$. Equation (1) multiplies each $c_i$ by a number $T_n(x_i)$, where $x_i=E_i/a$ and

$$T_0=1,\quad T_1=x,\quad T_{n+1}=2xT_n-T_{n-1}.$$

For $|x|\le1$ put $x=\cos\varphi$. The identity $\cos(n+1)\varphi+\cos(n-1)\varphi=2\cos\varphi\cos n\varphi$ shows that $T_n=\cos n\varphi$. If all eigenvalues lie in the interval, then

$$|v_n|^2=\sum_i c_i^2T_n(x_i)^2\le\sum_i c_i^2=|v|^2. \tag{2}$$

For $x>1$ put $x=\cosh\kappa$ with $\kappa>0$. The same identity holds for hyperbolic cosines, so

$$T_n(\cosh\kappa)=\cosh n\kappa. \tag{3}$$

An oscillation has become an exponential. Let $\delta=E/a-1$ be the relative excess of the outlying eigenvalue. From $\cosh\kappa=1+\kappa^2/2+\dots=1+\delta$ we get, to leading order in small $\delta$,

$$\kappa\simeq\sqrt{2\delta}. \tag{4}$$

The square root is what defeats the manuscript's estimate. While $n\kappa\ll1$, $\cosh n\kappa\simeq1+n^2\delta$, and the damage is indeed small. That regime ends near $n\sim1/\sqrt{2\delta}$, which is about ten steps for an excess of half a percent.

**2. A matrix with one level outside the band**

A ring of $N=401$ sites with hopping $t>0$ and one impurity of energy $U>0$ at site 0 makes this concrete:

$$(H\psi)_j=t(\psi_{j+1}+\psi_{j-1})+U\delta_{j0}\psi_0 .$$

Without the impurity the levels are $2t\cos(2\pi m/N)$, so the natural rough bound is the clean band edge, $a=2t$.

On an infinite chain try $\psi_j=e^{-\kappa|j|}$. The equations away from and at the impurity give

$$E=t(e^{\kappa}+e^{-\kappa})=2t\cosh\kappa,\qquad E=2te^{-\kappa}+U.$$

Subtracting, $U=t(e^\kappa-e^{-\kappa})=2t\sinh\kappa$, and $\cosh^2\kappa-\sinh^2\kappa=1$ yields

$$E=\sqrt{U^2+4t^2}. \tag{5}$$

On the ring the decaying solution is $\psi_j\propto\cosh[\kappa(N/2-j)]$ for $0\le j\le N$. The impurity equation then becomes $U=2t\sinh\kappa\,\tanh(\kappa N/2)$, which differs from the chain by a relative amount of about $2e^{-\kappa N}$. This is negligible here.

No other level leaves $[-2t,2t]$. On vectors with $\psi_0=0$ the impurity term vanishes, so the expectation value of $H$ per unit norm is at most $2t$. This subspace has one dimension fewer than the whole space, and by the min-max principle the second-largest eigenvalue is also at most $2t$. The impurity term is non-negative, so no level falls below $-2t$.

With $a=2t$, $E/a=\cosh\kappa$ with the same $\kappa$ as in the wave function. The growth rate per recursion step equals the decay rate of the bound state per site.

Take $U=0.2\,t$. Then $\kappa=\operatorname{arcsinh}0.1=0.0998$, $E=2.00998\,t$ and $\delta=0.00499$; equation (4) gives $0.0999$. I ran (1) in double precision from a normalized random vector with Gaussian components, whose component on the bound state has magnitude $0.0322$. At $n=400$, equation (3) predicts a bound-state component of

$$0.0322\times1.10\times10^{17}=3.5\times10^{15},$$

and the computed norm is $3.55\times10^{15}$. At $n=100$ it is already $349$.

A start vector orthogonal to the bound state gives no lasting protection. Suppose rounding adds a component $\epsilon$ along it at one step. By linearity this error obeys the same recursion with initial values $0$ and $\epsilon$, whose solution is $\epsilon\sinh(m\kappa)/\sinh\kappa$ with $m=1$ at the step of the error. It grows at the same rate. When I projected the bound state out of the start vector numerically and normalized the result, the norm was $0.68$ at $n=100$ but $4.9\times10^{18}$ at $n=800$. Since $\cosh800\kappa=2.43\times10^{34}$, this corresponds to an initial component of $4.9\times10^{18}/2.43\times10^{34}=2\times10^{-16}$, the size of double-precision rounding.

**3. Does the summed series also diverge?**

The opposite claim, that one outlying level always ruins the expansion, would also be wrong. The vectors enter with coefficients, and these may decay faster than the vectors grow. Consider the Fermi function with chemical potential zero,

$$f(E)=\frac1{1+e^{E/k_BT}},\qquad f(a\cos\varphi)=\sum_{n\ge0}b_n\cos n\varphi .$$

For $n\ge1$, because $f(a\cos\varphi)$ is even in $\varphi$,

$$b_n=\frac1\pi\int_{-\pi}^{\pi}f(a\cos\varphi)\,e^{in\varphi}\,d\varphi .$$

Move the contour upward in the complex $\varphi$ plane. The vertical sides cancel by periodicity, and a shift by $i\eta'$ gives a factor $e^{-n\eta'}$. The first obstacle is a pole of $f$, where $e^{E/k_BT}=-1$; the nearest are $E=\pm i\pi k_BT$. Since

$$\cos(\varphi_r+i\eta)=\cos\varphi_r\cosh\eta-i\sin\varphi_r\sinh\eta,$$

these poles lie at $\varphi_r=\pm\pi/2$ with

$$\sinh\eta=\frac{\pi k_BT}{a}. \tag{6}$$

Near a pole $E_p$, $f\simeq-k_BT/(E-E_p)$. With $dE/d\varphi=-a\sin\varphi=\mp a\cosh\eta$ there, the residues in $\varphi$ are $\pm k_BT/(a\cosh\eta)$. Multiplying their sum by $2\pi i/\pi$ gives the leading coefficient at large $n$:

$$b_n\simeq\frac{2ik_BT}{a\cosh\eta}e^{-n\eta}\left(e^{in\pi/2}-e^{-in\pi/2}\right)
=-\frac{4k_BT}{a\cosh\eta}\sin\frac{n\pi}{2}\,e^{-n\eta}. \tag{7}$$

The even coefficients beyond $n=0$ vanish because $f-\tfrac12$ is odd in $E$. At the outlying level the odd terms $b_n\cosh n\kappa$ therefore alternate in sign, with magnitudes proportional to $e^{n(\kappa-\eta)}$ at large $n$. They sum if $\kappa<\eta$. The sum is then $f(E)$, because series and function are both analytic for $|\operatorname{Im}\varphi|<\eta$ and agree on the real axis. If $\kappa\ge\eta$, the terms do not tend to zero and the series diverges.

For the ring with $a=2t$, $\sinh\kappa=U/2t$ and $\sinh\eta=\pi k_BT/2t$. The condition for convergence is

$$U<\pi k_BT. \tag{8}$$

Thermal smoothing of the Fermi step can thus hide a bad bound, until the temperature is lowered. For $U=0.2\,t$ I compared the truncated series, applied to the random unit vector, with $f(H)v$ from full diagonalization. The errors below are norms of the difference.

- At $k_BT=0.2\,t$, $\pi k_BT=0.628\,t$ exceeds $U$. The predicted rate for the bound-state component of the error is $\kappa-\eta=0.0998-0.3092=-0.2094$ per degree, and the measured rate of that component is $-0.2094$. The error norm falls from $6.98\times10^{-7}$ at degree 41 to $1.05\times10^{-10}$ at degree 81, an average rate of $-0.220$. It falls faster because it also contains the error on the levels inside the band, where $|T_n|\le1$ and the terms decay as $e^{-n\eta}$ by (7).
- At $k_BT=0.03\,t$, $\pi k_BT=0.094\,t$ is below $U$. The rate is $0.0998-0.0471=+0.0527$, and the error rises from $18$ at degree 199 to $7.0\times10^{5}$ at degree 399.

Even the convergent case is fragile in floating point if the coefficients carry an absolute rounding error, as they do when computed by a discrete cosine transform, and the series is carried far beyond the degree at which it has converged. An error of $10^{-16}$ in the coefficient of $T_{400}$ multiplies a vector of norm $3.55\times10^{15}$ and changes the result by about $0.4$.

**4. The price of a bound that is too large**

A guaranteed bound is available from the rows of $H$. Let $\psi_i$ be the component of largest magnitude of an eigenvector. Then

$$|E||\psi_i|=\Big|\sum_jH_{ij}\psi_j\Big|\le|\psi_i|\sum_j|H_{ij}|,$$

so $|E|$ is at most the largest absolute row sum. This is Gershgorin's bound in its simplest form. Here it gives $a=U+2t=2.2\,t$, about 9% above the true top level. Equation (2) then applies: in exact arithmetic the norm $|v_n|$ may rise and fall from step to step, but it never exceeds $|v|$.

The cost follows from (6) and (7). With $|T_n|\le1$, the leading-pole tail starting at odd degree $n$ is at most

$$\frac{4k_BT}{a\cosh\eta}\,\frac{e^{-n\eta}}{1-e^{-2\eta}}
=\frac{2}{\pi\cosh\eta}\,e^{-(n-1)\eta},$$

where I used $1-e^{-2\eta}=2e^{-\eta}\sinh\eta$ and (6). For $\pi k_BT\ll a$ the prefactor hardly depends on $a$, while $\eta\simeq\pi k_BT/a$. The degree at which this bound reaches a fixed error is therefore proportional to $a$; the following test checks that the actual error scales in the same way.

At $k_BT=0.03\,t$, I took the degree from which the error norm stays below $10^{-6}$, following the series to degree 1000. It is 265 for $a=2.2\,t$ and 529 for $a=4.4\,t$, a ratio of $2.00$. The two directions of error are thus entirely unequal: for $\pi k_BT\ll a$, doubling a safe interval doubles the work, while an interval half a percent too narrow makes the cold series diverge.

**5. What the Lanczos residual proves**

The second claim concerns how $a$ is found. After $k$ Lanczos steps one has orthonormal columns $Q=(q_1,\dots,q_k)$ and a tridiagonal matrix $M$ with

$$HQ=QM+\beta_kq_{k+1}e_k^{\mathsf T},$$

where $e_k$ is the last unit vector of length $k$, and $\beta_k$ is the norm of the new vector before normalization. Let $Ms=\theta s$ with $|s|=1$ and $\theta$ the largest eigenvalue of $M$. The Ritz vector $y=Qs$ satisfies

$$Hy-\theta y=\beta_ks_kq_{k+1},\qquad r=\beta_k|s_k|\le\beta_k. \tag{9}$$

Let $w_i$ be the squared component of $y$ on $u_i$, so $\sum_iw_i=1$. Since $q_{k+1}$ is orthogonal to $y$, (9) gives

$$\sum_iw_i(E_i-\theta)=0,\qquad \sum_iw_i(E_i-\theta)^2=r^2. \tag{10}$$

The second relation shows that some eigenvalue lies within $r$ of $\theta$, because an average of squares cannot be smaller than the smallest square. It does not say that this eigenvalue is the largest. The manuscript needs the latter statement and has the former.

A correct conditional statement can be derived. Let $p>0$ be the total weight of $y$ on the top eigenspace and $d=E_{\max}-\theta\ge0$. The first relation in (10), followed by the Cauchy–Schwarz inequality over the remaining levels, gives

$$pd=\sum_{i\,\text{below top}}w_i(\theta-E_i)\le\sqrt{1-p}\,\sqrt{r^2-pd^2}.$$

Squaring gives $p^2d^2\le(1-p)r^2-(1-p)pd^2$. Collecting the terms in $d^2$ leaves $pd^2\le(1-p)r^2$, or

$$d\le r\sqrt{\frac{1-p}{p}}. \tag{11}$$

If $p\ge1/2$, then $\theta+r\ge E_{\max}$. With less weight the estimate may fail. For two levels $0$ and $\Delta$, with weight $p$ on the upper one, $\theta=p\Delta$, $d=(1-p)\Delta$ and $r=\sqrt{p(1-p)}\,\Delta$. This attains equality in (11), and $p=0.2$ gives $d=2r$. The condition $p\ge1/2$ is sufficient but not necessary. In section 6 the Ritz vector is confined to the $2k-1$ sites around the start site. For $k=20$ and a start at site 200 these sites lie at least 181 sites from the impurity, where the bound state has decayed as $e^{-\kappa|j|}$, so $p$ is far below $1/2$; yet $\theta+r$ covers the top level for $U=0.2\,t$, because that level lies close above the band. This cover is lost with more steps: by (12), $\theta+r=2.0087\,t$ at $k=35$, below the top level $2.0100\,t$. In practice $p$ is unknown, so (11) cannot certify the estimate.

A more cautious estimate replaces $r$ by $\beta_k$. Equations (9) and (11) show that $\theta+\beta_k$ covers the top level if $s_k^2(1-p)/p\le1$. This sufficient condition is weaker than $p\ge1/2$, but it still involves the unknown $p$ and cannot be checked during the run.

**6. A start vector that cannot see the top level**

The ring supplies a counterexample to both estimates. Start Lanczos at one site $m$ whose distance from the impurity exceeds $k$. The basis is $q_1=|m\rangle$ and $q_{j+1}=(|m+j\rangle+|m-j\rangle)/\sqrt2$. Applying $H$ shows that $M$ has zero diagonal, first off-diagonal element $\sqrt2\,t$ and all later ones $t$; also $\beta_k=t$ for $k\ge2$. The impurity energy appears nowhere.

Try $s_1=c/\sqrt2$ and $s_j=c\cos(j-1)\varphi$ for $j\ge2$, with $\theta=2t\cos\varphi$. The first row holds because both sides equal $\sqrt2\,tc\cos\varphi$. The later rows follow from the cosine identity, provided that the absent element $s_{k+1}$ would be zero, that is, $\cos k\varphi=0$. The largest Ritz value has $\varphi=\pi/2k$.

Normalization requires

$$1=c^2\Big[\frac12+\sum_{j=1}^{k-1}\cos^2j\varphi\Big]
=c^2\Big[\frac k2+\frac12\sum_{j=1}^{k-1}\cos\frac{j\pi}{k}\Big]=\frac{c^2k}{2},$$

since the terms $j$ and $k-j$ in the last sum cancel. With $s_k=c\cos(\pi/2-\varphi)=c\sin\varphi$,

$$\theta=2t\cos\frac{\pi}{2k},\qquad r=t\sqrt{\frac2k}\,\sin\frac{\pi}{2k}. \tag{12}$$

For $k=20$ these are $\theta=1.9938\,t$ and $r=0.0248\,t$. The small residual looks reassuring, but its guarantee of an eigenvalue within $r$ of $\theta$ is already met by levels inside the band. The estimates are $\theta+r=2.0186\,t$ and $\theta+\beta_k=2.9938\,t$, whatever the impurity. The true top levels from (5) are:

- $U=0.2\,t$: $2.0100\,t$, covered by both estimates, though neither has detected the impurity.
- $U=t$: $2.2361\,t$, missed by $\theta+r$.
- $U=3\,t$: $3.6056\,t$, missed by both.

Using $a=2.9938\,t$ in the last case gives $\kappa=\operatorname{arccosh}(3.6056/2.9938)=0.629$. The random vector of section 2 then reaches norm $2.5\times10^{25}$ at $n=100$.

**7. Random start vectors**

The manuscript may reply that it starts from random vectors. This helps, but it turns a claimed bound into a statement of probability. For each impurity I drew 200 random Gaussian vectors and ran Lanczos with full reorthogonalization, recording both estimates after 5, 10 and 20 steps of each run.

- For $U=t$, $\theta+r$ missed the top level in 193, 61 and 1 of the 200 runs, respectively. The estimate $\theta+\beta_k$ missed it in none.
- For $U=3\,t$, $\theta+r$ missed it in 44 runs after 5 steps, and $\theta+\beta_k$ in 25. Neither missed it after 10 or 20 steps.
- For $U=0.2\,t$ there were no failures of either kind.

At these step counts the failures of $\theta+r$ are not ordered by impurity strength: it does worst for the intermediate one. The ranking depends on the number of steps. As $k$ grows, $r$ can shrink before a weakly split level has been found: for $U=0.2\,t$, $\theta+r$ missed the top level in 24 and 29 of 400 other random starts after 30 and 40 steps, where the two stronger impurities gave no misses. In the sets of 200 runs listed above, the estimate $\theta+\beta_k$ failed only for the strongest impurity, and only after 5 steps. The zero counts do not exclude rarer failures: among 10000 other random start vectors for $U=3\,t$, $\theta+r$ missed the top level 5 times after 10 steps and $\theta+\beta_k$ twice. The absence of failures in 200 runs is evidence about this model and does not prove a bound.

**8. Changes required**

The claim that a rough bound suffices should be restricted to bounds known to lie outside the spectrum. Where the row-sum bound is affordable, it gives that guarantee. If a Lanczos estimate is used instead, $\theta+\beta_k$ is never smaller than $\theta+r$ and is the safer choice, but it should be called an estimate.

The recursion should also monitor $|v_n|$. By (2), a norm exceeding $|v|$ by more than rounding error proves that an eigenvalue lies outside the interval, and the calculation should restart with a larger $a$. A norm that has stayed below $|v|$ proves nothing of the kind: in section 2 the projected start vector still had norm $0.68$ after 100 steps, with the growth already under way.
